# Exponentially Small Néel Tunnel Splitting in an Open Transverse-Field Ising Chain: a program that tests the result

```python
"""Tunnel splitting of an open antiferromagnetic Ising chain.

H = J sum sz_j sz_(j+1) - G sum sx_j, Pauli matrices, 0 < G < J.
Result under test, with g = G/J and N sites:
    splitting = 2 J (1-g^2) g^N [1 + O(N g^(2N))],
together with strict lower and upper bounds at finite N.
M is the bidiagonal matrix coupling the two sets of Majorana operators.
Energies in the worked example are in micro-electronvolts (ueV).
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.linalg import expm
from scipy import constants as const

mp.mp.dps = 60
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)


def site(op, j, n):
    return np.kron(np.kron(np.eye(2**j), op), np.eye(2**(n-j-1)))


def spin_hamiltonian(n, J, G, bias=None, second=0.0, pair=0.0):
    """Spin matrix; bias enters as -h sz, pair multiplies sy sy."""
    z = [np.diag(site(SZ, j, n)).real for j in range(n)]
    diagonal = np.zeros(2**n)
    for j in range(n-1):
        diagonal += J*z[j]*z[j+1]
    for j in range(n-2):
        diagonal += second*z[j]*z[j+2]
    if bias is not None:
        for j in range(n):
            diagonal -= bias[j]*z[j]
    H = np.diag(diagonal)
    for j in range(n):
        H -= G*site(SX, j, n).real
    if pair != 0:
        for j in range(n-1):
            H += pair*(site(SY, j, n) @ site(SY, j+1, n)).real
    return H


def coupling_matrix(n, J, G, pair=0.0):
    return (G*np.eye(n) + J*np.diag(np.ones(n-1), 1)
            + pair*np.diag(np.ones(n-1), -1))


def smallest_singular(n, g):
    """High-precision smallest singular value for J = 1."""
    M = mp.matrix(n, n)
    for j in range(n):
        M[j, j] = mp.mpf(g)
        if j < n-1:
            M[j, j+1] = mp.mpf(1)
    values = mp.eigsy(M.T*M, eigvals_only=True)
    return mp.sqrt(min(values[j] for j in range(n)))


def gap(H):
    e = np.linalg.eigvalsh(H)
    return e[1]-e[0]


def neel_indices(n):
    first = int("".join(str(j % 2) for j in range(n)), 2)
    return first, 2**n-1-first


# Majorana algebra and the quadratic Hamiltonian, from spin matrices
n = 4
a, b = [], []
string = np.eye(2**n, dtype=complex)
for j in range(n):
    a.append(string @ site(SZ, j, n))
    b.append(string @ site(SY, j, n))
    string = string @ site(SX, j, n)
majoranas = a+b
for i, u in enumerate(majoranas):
    for j, v in enumerate(majoranas):
        assert np.allclose(u @ v + v @ u, 2*(i == j)*np.eye(2**n))
M = coupling_matrix(n, 1.0, 0.35)
quadratic = sum(1j*M[i, j]*b[i] @ a[j]
                for i in range(n) for j in range(n))
assert np.allclose(quadratic, spin_hamiltonian(n, 1.0, 0.35))

# Full spin spectrum against all signed sums of singular values
for n in (5, 6):
    s = np.linalg.svd(coupling_matrix(n, 1.0, 0.35), compute_uv=False)
    sums = sorted(np.dot(signs, s)
                  for signs in itertools.product((-1, 1), repeat=n))
    spins = np.linalg.eigvalsh(spin_hamiltonian(n, 1.0, 0.35))
    assert np.allclose(sums, spins, atol=1e-11)

# Finite-length bounds, and separation of the remaining modes
for g_text in ("0.2", "0.5", "0.9"):
    gm = mp.mpf(g_text)
    q = gm**2
    for n in (2, 3, 5, 8, 12, 16):
        D = 1-(n+1)*q**n+n*q**(n+1)
        lower = gm**n*(1-q)/mp.sqrt(D)
        upper = gm**n*(1-q)*(1-q**n)/D
        exact = smallest_singular(n, gm)
        assert lower < exact < upper
        matrix = coupling_matrix(n, 1.0, float(gm))
        s = np.linalg.svd(matrix, compute_uv=False)
        assert s[-2] > 1-float(gm)
        cut = np.linalg.svd(matrix[:-1], compute_uv=False)**2
        k = np.arange(1, n)
        band = 1+float(q)+2*float(gm)*np.cos(np.pi*k/n)
        assert np.allclose(np.sort(cut), np.sort(band), atol=1e-12)
assert abs(smallest_singular(1, mp.mpf("0.2"))-mp.mpf("0.2")) < 1e-40

# Above the transition the gap approaches a nonzero constant
strong = np.linalg.svd(coupling_matrix(40, 1.0, 1.25),
                       compute_uv=False)[-1]
assert 0.25 < strong < 1.1*0.25

# Leading loss of bare Neel weight from the low doublet
n, g_small = 8, 0.05
vectors = np.linalg.eigh(spin_hamiltonian(n, 1.0, g_small))[1]
first, opposite = neel_indices(n)
loss = 1-np.sum(vectors[first, :2]**2)
assert abs(loss/(g_small**2*(0.5+(n-2)/16))-1) < 0.03

# Reversal by a direct matrix exponential, using the fermion splitting
n = 4
H = spin_hamiltonian(n, 1.0, 0.2)
vectors = np.linalg.eigh(H)[1]
first, opposite = neel_indices(n)
weight4 = np.sum(vectors[first, :2]**2)
time4 = np.pi/(2*float(smallest_singular(n, mp.mpf("0.2"))))
reversal4 = abs(expm(-1j*H*time4)[opposite, first])**2
assert weight4 > 0.5 and reversal4 >= (2*weight4-1)**2

# Worked example: eight coupled persistent-current loops
N, J, G = 8, 8.0, 1.6
temperature, current = 0.012, 1.0e-6
flux_fraction = 1.0e-6
g = G/J
ueV = const.e*1e-6
hbar_ueV_s = const.hbar/ueV
kT = const.k*temperature/ueV
flux_quantum = const.h/(2*const.e)
print(f"Loops N = {N}")
print(f"Coupling J = {J:.3f} ueV")
print(f"Single-loop tunnelling G = {G:.3f} ueV")
print(f"Field ratio g = {g:.3f}")
print(f"Temperature = {temperature*1e3:.1f} mK")
print(f"Thermal energy kT = {kT:.4f} ueV")
print(f"Persistent current = {current*1e6:.2f} uA")
print(f"Mutual inductance J/I^2 = {J*ueV/current**2*1e12:.3f} pH")
print("N | splitting (ueV) | asymptotic (ueV) | reversal (us)")
splittings = {}
for n in (2, 4, 6, 8, 10, 11, 12):
    d = 2*J*float(smallest_singular(n, mp.mpf("0.2")))
    splittings[n] = d
    formula = 2*J*(1-g*g)*g**n
    reversal_us = np.pi*hbar_ueV_s/d*1e6
    print(f"{n} | {d:.6e} | {formula:.6e} | {reversal_us:.5g}")
step_ratio = splittings[12]/splittings[11]
assert abs(step_ratio/g-1) < 1e-10
print(f"Splitting ratio N=12 to N=11 = {step_ratio:.6f}")

delta = splittings[N]
H = spin_hamiltonian(N, J, G)
energies, vectors = np.linalg.eigh(H)
assert abs((energies[1]-energies[0])/delta-1) < 1e-6
ground, excited = vectors[:, 0], vectors[:, 1]
assert abs(ground @ ground[::-1]-1) < 1e-7
assert abs(excited @ excited[::-1]+1) < 1e-7
first, opposite = neel_indices(N)
weight = np.sum(vectors[first, :2]**2)
flip_time = np.pi/delta
amplitude = np.sum(vectors[opposite]*vectors[first]
                   * np.exp(-1j*(energies-energies[0])*flip_time))
probability = abs(amplitude)**2
assert probability >= (2*weight-1)**2
print(f"N=8 splitting / h = {delta*ueV/const.h/1e3:.4f} kHz")
print(f"Next level above ground = {energies[2]-energies[0]:.4f} ueV")
print(f"Lower bound 2(J-G) = {2*(J-G):.4f} ueV")
print(f"Bare Neel weight in doublet = {weight:.5f}")
print(f"Opposite Neel probability at reversal = {probability:.5f}")
print(f"Guaranteed reversal probability = {(2*weight-1)**2:.5f}")

# Flux offsets: two-level formula against direct spin diagonalization
moments = np.array([abs(ground @ (np.diag(site(SZ, j, N)).real*excited))
                    for j in range(N)])
test_bias = np.zeros(N)
test_bias[3] = delta
biased_gap = gap(spin_hamiltonian(N, J, G, bias=test_bias))
two_level_gap = np.hypot(delta, 2*delta*moments[3])
assert abs(biased_gap/two_level_gap-1) < 1e-4
offset = current*flux_fraction*flux_quantum/ueV
uniform_gap = gap(spin_hamiltonian(N, J, G, bias=np.full(N, offset)))
assert abs(uniform_gap/delta-1) < 1e-3
moment_norm = np.sqrt(np.sum(moments**2))
rms_bias = 2*offset*moment_norm
swing = delta**2/(delta**2+rms_bias**2)
matching_flux = flux_fraction*delta/rms_bias
print(f"Flux offset per loop = {flux_fraction*1e6:.2f} micro-Phi0")
print(f"Offset energy h per loop = {offset:.6f} ueV")
print(f"Random-offset rms Neel bias = {rms_bias:.6f} ueV")
print(f"Doublet swing limit at rms bias = {swing:.4e}")
print(f"Offset where rms bias = splitting: {matching_flux*1e9:.4f} nPhi0")
print(f"Uniform-offset splitting ratio = {uniform_gap/delta:.8f}")

# Thermal population outside the doublet
s = np.linalg.svd(coupling_matrix(N, J, G), compute_uv=False)
thermal = -np.expm1(-np.sum(np.log1p(np.exp(-2*s[:-1]/kT))))
boltzmann = np.exp(-(energies-energies[0])/kT)
thermal_spins = np.sum(boltzmann[2:])/np.sum(boltzmann)
assert abs(thermal/thermal_spins-1) < 1e-6
print(f"Thermal population outside doublet = {thermal:.4e}")

# Independent normal variations of every J and G
rng = np.random.default_rng(7)
samples, spread = 2000, 0.05
random_M = np.zeros((samples, N, N))
for j in range(N):
    random_M[:, j, j] = G*(1+spread*rng.standard_normal(samples))
    if j < N-1:
        random_M[:, j, j+1] = J*(1+spread*rng.standard_normal(samples))
random_gaps = 2*np.linalg.svd(random_M, compute_uv=False)[:, -1]
low, middle, high = np.percentile(random_gaps/delta, [16, 50, 84])
print(f"Parameter spread (standard deviation) = {spread*100:.1f} %")
print(f"Splitting ratios, 16/50/84 %: {low:.3f}, {middle:.3f}, {high:.3f}")

# Transverse pair coupling: spin matrix against enlarged fermion matrix
print(f"Pair-coupling scale G^2/(4J) = {G*G/(4*J):.4f} ueV")
for fraction in (-0.01, -0.001, 0.001, 0.01):
    pair = fraction*J
    spin_gap = gap(spin_hamiltonian(N, J, G, pair=pair))
    fermion_gap = 2*np.linalg.svd(coupling_matrix(N, J, G, pair),
                                 compute_uv=False)[-1]
    assert abs(spin_gap-fermion_gap) < 1e-10
    print(f"Pair K/J = {fraction:+.3f}: splitting ratio "
          f"{fermion_gap/delta:.4f}")

# Second-neighbour coupling mediated by a higher loop level
upper_energy, flux_element_ratio = 100.0, 0.3
second = -2*(flux_element_ratio*J)**2/upper_energy
second_gap = gap(spin_hamiltonian(N, J, G, second=second))
assert second_gap < delta
print(f"Higher loop excitation = {upper_energy:.1f} ueV")
print(f"Interlevel/persistent flux element = {flux_element_ratio:.2f}")
print(f"Mediated second-neighbour coupling = {second:.4f} ueV")
print(f"Splitting ratio with that coupling = {second_gap/delta:.4f}")
print("PASS")
```

Output:

```
Loops N = 8
Coupling J = 8.000 ueV
Single-loop tunnelling G = 1.600 ueV
Field ratio g = 0.200
Temperature = 12.0 mK
Thermal energy kT = 1.0341 ueV
Persistent current = 1.00 uA
Mutual inductance J/I^2 = 1.282 pH
N | splitting (ueV) | asymptotic (ueV) | reversal (us)
2 | 6.162637e-01 | 6.144000e-01 | 0.0033554
4 | 2.457624e-02 | 2.457600e-02 | 0.08414
6 | 9.830400e-04 | 9.830400e-04 | 2.1035
8 | 3.932160e-05 | 3.932160e-05 | 52.588
10 | 1.572864e-06 | 1.572864e-06 | 1314.7
11 | 3.145728e-07 | 3.145728e-07 | 6573.5
12 | 6.291456e-08 | 6.291456e-08 | 32867
Splitting ratio N=12 to N=11 = 0.200000
N=8 splitting / h = 9.5079 kHz
Next level above ground = 13.1192 ueV
Lower bound 2(J-G) = 12.8000 ueV
Bare Neel weight in doublet = 0.96509
Opposite Neel probability at reversal = 0.91275
Guaranteed reversal probability = 0.86522
Flux offset per loop = 1.00 micro-Phi0
Offset energy h per loop = 0.012906 ueV
Random-offset rms Neel bias = 0.072355 ueV
Doublet swing limit at rms bias = 2.9534e-07
Offset where rms bias = splitting: 0.5435 nPhi0
Uniform-offset splitting ratio = 1.00000994
Thermal population outside doublet = 5.0782e-06
Parameter spread (standard deviation) = 5.0 %
Splitting ratios, 16/50/84 %: 0.828, 0.996, 1.204
Pair-coupling scale G^2/(4J) = 0.0800 ueV
Pair K/J = -0.010: splitting ratio 3.8440
Pair K/J = -0.001: splitting ratio 1.1844
Pair K/J = +0.001: splitting ratio 0.8343
Pair K/J = +0.010: splitting ratio 0.0352
Higher loop excitation = 100.0 ueV
Interlevel/persistent flux element = 0.30
Mediated second-neighbour coupling = -0.1152 ueV
Splitting ratio with that coupling = 0.8805
PASS
```
